# Why a concave isotropic phonon branch cannot decay into itself

## What symmetry and dimensions already fix

Let a phonon of wavevector $\mathbf q$ split into two phonons $\mathbf q_1$ and $\mathbf q_2$ of its own branch. Write $q=|\mathbf q|$, $q_1=|\mathbf q_1|$, $q_2=|\mathbf q_2|$. The quantity that decides whether this can happen is the frequency mismatch

$$D=\omega(q_1)+\omega(q_2)-\omega(q).$$

Energy is conserved when $D=0$. If $D>0$, the two final phonons together cost more energy than the initial one supplies.

Take first the collinear case $q=q_1+q_2$ and the simplest curved branch, $\omega=vq-cq^2$, where $v$ is a speed and $c$ has the dimension length²/time. The mismatch is linear in $\omega$, so $v$ and $c$ contribute separately. The part from $v$ is $v(q_1+q_2-q)=0$. What remains is $c$ times a polynomial of second degree in $q_1$ and $q_2$. That polynomial vanishes when $q_1=0$ or $q_2=0$, because then the final phonon is the initial one. It must therefore be proportional to $q_1q_2$:

$$D=K\,c\,q_1q_2 .$$

The equal split $q_1=q_2=k$ fixes the pure number $K$:

$$2\omega(k)-\omega(2k)=(2vk-2ck^2)-(2vk-4ck^2)=2ck^2,$$

so $K=2$. The speed of sound drops out, and the sign of the mismatch is the sign of $c$: a branch that bends downward ($c>0$) has $D>0$. It remains to show this for any concave branch, any angle between the phonons, and umklapp processes.

## Statement and conventions

Every wavevector is reduced to the first Brillouin zone, taken as the set of points at least as close to the origin as to any other reciprocal lattice vector. Crystal momentum is conserved if

$$\mathbf q_1+\mathbf q_2=\mathbf q+\mathbf G,$$

with $\mathbf G$ a reciprocal lattice vector. The process is normal if $\mathbf G=0$ and umklapp otherwise.

The branch is assumed to have these properties for $0\le q\le Q$, where $Q$ is the distance to the farthest corner of the zone:

- $\omega$ depends on $q$ alone, and $\omega(0)=0$;
- $\omega$ is strictly increasing;
- $\omega$ is strictly concave, so its graph lies above every chord between the chord's end points.

**Result.** If $q$, $q_1$ and $q_2$ are all non-zero, then $D>0$. No decay within the branch conserves both energy and crystal momentum.

Both derivations need one inequality between lengths. Since $\mathbf q$ lies in the first zone, it is at least as close to the origin as to the point $-\mathbf G$, which means $q\le|\mathbf q+\mathbf G|$. The triangle inequality then gives

$$q\le|\mathbf q+\mathbf G|=|\mathbf q_1+\mathbf q_2|\le q_1+q_2. \tag{1}$$

Umklapp thus brings no relief: folding a vector back into the zone never lengthens it.

## First derivation: the chord from the origin

**One final phonon has $q_1\ge q$.** Because $\omega$ increases, $\omega(q_1)\ge\omega(q)$. The other phonon has $\omega(q_2)>0$. Hence

$$D\ge\omega(q_2)>0 .$$

The same holds with the labels 1 and 2 exchanged.

**Both final phonons have wavenumbers below $q$.** Set $\lambda_1=q_1/q$, which lies between 0 and 1. Then $q_1=\lambda_1q+(1-\lambda_1)\cdot0$ is a point between 0 and $q$. Strict concavity puts the graph above the chord at that point:

$$\omega(q_1)>\lambda_1\,\omega(q)+(1-\lambda_1)\,\omega(0)=\frac{q_1}{q}\,\omega(q).$$

The second phonon obeys the same inequality with $q_2$ in place of $q_1$. Adding the two and using (1),

$$\omega(q_1)+\omega(q_2)>\frac{q_1+q_2}{q}\,\omega(q)\ge\omega(q).$$

So $D>0$ in this case too, which completes the proof.

In physical terms, the chord inequality says that the phase speed $\omega/q$ falls as $q$ grows. Shorter wavevectors carry more energy per unit of wavenumber. Splitting a phonon into shorter pieces raises the energy needed to carry the same momentum, and any angle between the pieces raises it further.

Three extensions follow at once.

- *More than two final phonons.* With $n$ final phonons, $q\le\sum_iq_i$. Either some $q_i\ge q$, and the remaining phonons leave a positive excess, or every $q_i<q$, and the chord inequalities add up as before.
- *The reverse process.* Two phonons merging into one obey the same two conservation laws, so merging within the branch is forbidden as well.
- *Other final branches.* If the final branches satisfy $\omega_a(k)\ge\omega(k)$ and $\omega_b(k)\ge\omega(k)$ for all $k$, then $\omega_a(q_1)+\omega_b(q_2)\ge\omega(q_1)+\omega(q_2)>\omega(q)$. In an isotropic crystal, a phonon of a lowest branch of this kind cannot split spontaneously into phonons of any branch.

## Second derivation: the mismatch as summed curvature

Now assume in addition that $\omega$ has a continuous second derivative on $0\le q\le Q$. The approach is to find the most favourable geometry and then calculate its mismatch.

If $q_1\ge q$, monotonic growth gives $D\ge\omega(q_2)>0$, as before. Let $q_1<q$ and hold $q$ and $q_1$ fixed. By (1), $q_2\ge q-q_1\equiv p$, with $p>0$. Since $\omega$ increases,

$$D\ge D_{\min}=\omega(q_1)+\omega(p)-\omega(q_1+p). \tag{2}$$

The minimum is reached when all three wavevectors are parallel. To calculate it, integrate the second derivative over a rectangle, first over $t$ and then over $s$:

$$\int_0^{q_1}\!ds\int_0^{p}\!dt\;\omega''(s+t)=\int_0^{q_1}\!ds\,\big[\omega'(s+p)-\omega'(s)\big]$$

$$=\big[\omega(q_1+p)-\omega(p)\big]-\big[\omega(q_1)-\omega(0)\big].$$

With $\omega(0)=0$ the right-hand side is $-D_{\min}$, so

$$D_{\min}=-\int_0^{q_1}\!ds\int_0^{p}\!dt\;\omega''(s+t). \tag{3}$$

Concavity means $\omega''\le0$, hence $D_{\min}\ge0$. It cannot be zero. The sum $s+t$ takes every value between 0 and $q$ inside the rectangle, so a zero integral would require $\omega''=0$ throughout that range. The branch would then be a straight line there, which strict concavity excludes. Therefore $D\ge D_{\min}>0$, the same result as before.

Equation (3) also gives the size of the mismatch: it is the downward curvature of the branch, summed over the rectangle.

**Quadratic bending.** For $\omega=vq-cq^2$, $\omega''=-2c$ and the rectangle has area $q_1p$, so

$$D_{\min}=2c\,q_1(q-q_1). \tag{4}$$

This is the form found at the start. Its largest value over $q_1$ lies at $q_1=q/2$ and equals $cq^2/2$.

**Cubic bending.** In a harmonic lattice with inversion symmetry and short-range forces, $\omega^2$ of an acoustic branch can be expanded in even powers of $q$ along a line through the origin, so long waves follow $\omega=vq-gq^3$. Symmetry does not fix the sign of $g$: the branch is concave only if $g>0$, and a stable lattice can also have a branch with $g<0$, to which the result does not apply. Then $\omega''(k)=-6gk$ and

$$D_{\min}=6g\int_0^{q_1}\!ds\int_0^{p}\!dt\,(s+t)=6g\left(\frac{q_1^2p}{2}+\frac{q_1p^2}{2}\right)=3g\,q_1p\,q .$$

At the equal split this is $3gq^3/4$. For long waves it falls faster than the $cq^2/2$ of the quadratic model, which therefore should not be trusted for the mismatch at small $q$.

**One very soft final phonon.** Let $q_1\to0$, with an angle $\alpha$ between $\mathbf q_1$ and $\mathbf q$. For a normal process,

$$q_2=\sqrt{q^2+q_1^2-2qq_1\cos\alpha}\approx q-q_1\cos\alpha .$$

To first order in $q_1$, $\omega(q_1)\approx q_1\omega'(0)$ and $\omega(q_2)\approx\omega(q)-q_1\cos\alpha\,\omega'(q)$. Hence

$$D\approx q_1\big[\omega'(0)-\omega'(q)\cos\alpha\big]. \tag{5}$$

This is a Cherenkov condition. A phonon could emit soft sound only if its group velocity $\omega'(q)$ reached the sound speed $\omega'(0)$. On a strictly concave branch the group velocity is lower, so the bracket stays positive. The mismatch nevertheless goes to zero with $q_1$: the decay is forbidden, but no finite energy gap protects it.

## Numbers for a silicon-like crystal

Rough, rounded parameters in the regime of silicon are $v=9.0$ km/s for a longitudinal (LA) branch and $5.2$ km/s for a transverse (TA) branch, with $c=0.20$ nm²/ps for both. Note that 1 km/s = 1 nm/ps. The zone is that of an fcc lattice with $a=0.543$ nm, whose farthest corner lies at 12.94 nm⁻¹. The branches stop rising at $v/2c$, which is 22.5 nm⁻¹ for LA and 13.0 nm⁻¹ for TA. Both therefore rise throughout the zone.

Take an LA phonon with $q=5.0$ nm⁻¹. Its frequency is

$$\omega=9.0\times5.0-0.20\times5.0^2=40.0\ \text{rad/ps},$$

or 6.37 THz, and its energy is 26.3 meV. Equation (4) gives the least mismatch:

- $q_1=0.5$ nm⁻¹: $2\times0.20\times0.5\times4.5=0.90$ rad/ps;
- $q_1=1.0$ nm⁻¹: $2\times0.20\times1.0\times4.0=1.60$ rad/ps;
- $q_1=2.5$ nm⁻¹: $2\times0.20\times2.5\times2.5=2.50$ rad/ps, or 1.65 meV.

A direct search over the angle, with $q$ and $q_1$ fixed, gave the same three minima, each at zero angle. The group velocity is $9.0-2\times0.20\times5.0=7.0$ km/s, below the sound speed of 9.0 km/s, as (5) requires. These sizes belong to the quadratic model and hold for silicon only to about a factor of two. A cubic branch with the [100] elastic speed of 8.44 km/s and the same frequency at $q=2\pi/a$ has $g\approx0.013$ nm³/ps; it gives $3gq^3/4\approx1.2$ rad/ps at the equal split and a group velocity about 1.0 km/s below the sound speed.

Umklapp was tested with 300,000 random triads in the fcc zone, of which 162,851 were umklapp. None had $D\le0$ on the LA branch. The same triads on a branch bent upward, $\omega=vq+cq^2$, gave 3566 cases with $D<0$, so the sample was able to reveal a failure.

## What happens when an assumption is dropped

**Strict concavity.** On a straight branch, $\omega=vq$, collinear decay has $D=0$ and is allowed. On the upward branch $\omega=vq+cq^2$, with the LA values of $v$ and $c$, the phonon at 5.0 nm⁻¹ has 50 rad/ps. Two equal phonons share this if $9.0k+0.20k^2=25$, so $k=2.625$ nm⁻¹. Momentum then requires $2k\cos\theta=q$, or $\theta=17.7^\circ$ on either side of the initial direction.

**Monotonic growth.** The branch $\omega=x(1-x^4)$ on $0\le x\le1$, in dimensionless units, has $\omega''=-20x^3$ and is strictly concave. It turns down beyond $x=0.2^{1/4}=0.6687$, where $\omega=0.5350$. A phonon there can emit one with $x_2=0.2351$ backward and go over into one with $x_1=0.9039$. Momentum is conserved, because $x_1-x_2=x$ to rounding. So is energy, because $0.3006+0.2344=0.5350$. The final phonon has a larger wavenumber but a lower frequency, which monotonic growth forbids.

**Isotropy.** In the elastic limit of an anisotropic crystal, each frequency is proportional to $q$ but depends on direction. For a unit polarization $\mathbf e$, define $N_{\mathbf e}(\mathbf q)\ge0$ by

$$N_{\mathbf e}^2(\mathbf q)=\frac1\rho\sum_{ijkl}C_{ijkl}\,e_iq_je_kq_l ,$$

with $C_{ijkl}$ the elastic constants and $\rho$ the density. The sum is twice the elastic energy density of a strain, so it is non-negative in a stable crystal. For fixed $\mathbf e$ it is a quadratic form in $\mathbf q$. Its root is the length of a linearly transformed $\mathbf q$ and obeys the triangle inequality. The highest branch is $\omega(\mathbf q)=\max_{\mathbf e}N_{\mathbf e}(\mathbf q)$. If $\mathbf e$ is the maximizing polarization for $\mathbf q_1+\mathbf q_2$, then

$$\omega(\mathbf q_1+\mathbf q_2)=N_{\mathbf e}(\mathbf q_1+\mathbf q_2)\le N_{\mathbf e}(\mathbf q_1)+N_{\mathbf e}(\mathbf q_2)\le\omega(\mathbf q_1)+\omega(\mathbf q_2).$$

Elastic anisotropy therefore never gives the top branch an energy surplus for decay into itself.

The slow transverse branch is not a maximum, and the argument does not apply to it. Rough silicon constants, $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa and $\rho=2.33$ g/cm³, give it a speed of $v_0=5.86$ km/s along [100] and 4.68 km/s along [110]. Let a phonon along [100] split into two at angles $\pm\theta$ in the (001) plane, each with wavenumber $q/(2\cos\theta)$ and speed $v(\theta)$. The final energy divided by the initial energy is $v(\theta)/(v_0\cos\theta)$. At $\theta=23.7^\circ$ the final pair needs 3.4% less energy than is available. At $45^\circ$ the ratio is $4.68/(5.86\times0.707)=1.13$, so the pair needs more. Somewhere between these angles the energies match, so the conservation laws permit the decay. Whether it has any strength depends on the anharmonic forces and the polarizations.

Dispersion works against this. Adding the isotropic term $-cq^2$ to the elastic frequency gives

$$D=q\left[\frac{v(\theta)}{\cos\theta}-v_0\right]+cq^2\left[1-\frac{1}{2\cos^2\theta}\right].$$

The last bracket combines $+cq^2$ from the initial phonon with $-2c\,[q/(2\cos\theta)]^2$ from the final pair. With $c=0.20$ nm²/ps, the symmetric split closes for $q$ above about 2.6 nm⁻¹. This value depends strongly on the form of the dispersion, and the quadratic term is unreliable for long waves. A cubic term $-gq^3$ with $g=0.01$ nm³/ps in its place replaces the last term by $gq^3[1-1/(4\cos^3\theta)]$ and moves the closing to about 5.5 nm⁻¹, so for silicon the figure is uncertain by about a factor of two.

**Sharp energies.** A phonon of finite lifetime has a spread of energy. Take a rough combined lifetime of 10 ps for the three phonons, which gives a full width $\Gamma=0.10$ rad/ps. Setting (4) equal to $\Gamma$ and taking the smaller root,

$$q_1=\frac12\left[q-\sqrt{q^2-\frac{2\Gamma}{c}}\right]=\frac12\left[5.0-\sqrt{25-1.0}\right]=0.05\ \text{nm}^{-1}.$$

Collinear emission of phonons softer than this, with wavelengths above about 124 nm in the quadratic model (about 60 nm for the cubic branch with $g\approx0.013$ nm³/ps), is no longer excluded by a mismatch larger than the width. At the equal split, a Lorentzian line normalized to 1 at its peak has the value

$$\frac{(\Gamma/2)^2}{D^2+(\Gamma/2)^2}=\frac{0.05^2}{2.5^2+0.05^2}\approx4\times10^{-4}.$$

This compares energy overlap alone. It is not a scattering rate.

## What each derivation assumes

Both derivations use isotropy, monotonic growth, sharp energies and the length inequality (1). They differ in what they ask of the curve and in what they return.

The chord argument needs no derivatives. It holds for a branch with kinks, or for one interpolated linearly between computed points, provided the chord from the origin to $q$ lies strictly below the curve. It extends directly to many final phonons. The price is that it gives little information about size: the lower bound it implies when both $q_1$ and $q_2$ are below $q$, namely $D>\omega(q)(q_1+q_2-q)/q$, shrinks to zero for collinear phonons, which is the most favourable geometry for decay.

The curvature argument needs a second derivative, and it yields the least mismatch itself. It shows that the speed of sound cancels, that the mismatch vanishes linearly for soft emission, and how cubic bending differs from quadratic.

The size matters in any calculation of heat flow that replaces exact energy conservation by a peak of finite width. With a Gaussian of standard deviation $\sigma$, a process of mismatch $D$ is weighted by $e^{-(\hbar D)^2/2\sigma^2}$ relative to the peak. In the example, $\sigma=1.65$ meV would give the collinear equal split a weight of $e^{-1/2}$, although it is forbidden. For this model, $\sigma$ must be well below $\hbar D_{\min}$ for the splits that matter, and (4) shows that no fixed $\sigma$ achieves this for the softest ones.

## The model beside real silicon

The LA speed of 9.0 km/s lies within the range given by the rough elastic constants: 8.44 km/s along [100], 9.15 along [110] and 9.37 along [111]. The TA speed of 5.2 km/s lies between the two slow transverse values above. Real transverse branches in silicon flatten strongly toward the zone boundary, which a single quadratic describes poorly. Silicon also breaks the assumption of isotropy. The longitudinal speed varies by about 10% of its largest value, which in the elastic limit gives the top branch no energy surplus for decay into itself. For the slow transverse branch, anisotropy can reverse the sign of $D$ for long waves, as the 3.4% surplus found above shows. The effect of anisotropic dispersion at large wavenumber has not been estimated here.

Nor does the result make longitudinal phonons long-lived. In the model, the LA phonon at 5.0 nm⁻¹ can emit a TA phonon of 2.0 nm⁻¹, which takes $5.2\times2.0-0.20\times2.0^2=9.6$ rad/ps. The remaining 30.4 rad/ps belongs to an LA phonon of 3.678 nm⁻¹. The triangle of wavevectors closes with the TA phonon at

$$\cos\alpha=\frac{5.0^2+2.0^2-3.678^2}{2\times5.0\times2.0}=0.774,\qquad\alpha=39.3^\circ .$$

Decay into two equal TA phonons of 4.693 nm⁻¹, each at $57.8^\circ$ to the initial direction, is also allowed. How fast these processes run depends on the anharmonic forces, which the conservation laws do not determine. Scattering of two phonons into two others is likewise outside the result. The remaining values are in the numerical output.

## Table of computed values

```
LA speed, TA speed: 9.0, 5.2 km/s
curvature c, both branches: 0.20 nm^2/ps
lattice constant: 0.543 nm
farthest zone corner: 12.94 1/nm
LA, TA turning points: 22.5, 13.0 1/nm
random triads: 300000, of which umklapp: 162851
LA triads with D <= 0: 0
smallest LA D in scan: 7.34e-01 rad/ps
convex control, triads with D < 0: 3566
example LA phonon q: 5.0 1/nm
its frequency: 40.00 rad/ps
its frequency: 6.37 THz
its energy: 26.33 meV
least D at q1 = 0.5 1/nm: 0.900 rad/ps = 0.592 meV
least D at q1 = 1.0 1/nm: 1.600 rad/ps = 1.053 meV
least D at q1 = 2.5 1/nm: 2.500 rad/ps = 1.646 meV
sine branch soft slope, direct: 1.2833 nm/ps
sine branch soft slope, formula: 1.2833 nm/ps
convex branch, equal split, each q: 2.625 1/nm
convex branch, angle of each to parent: 17.7 deg
turning branch x, x1, x2: 0.6687, 0.9039, 0.2351 (no unit)
turning branch w(x): 0.5350 (no unit)
turning branch w(x1), w(x2): 0.3006, 0.2344 (no unit)
LA -> LA + TA, q of TA, LA: 2.0, 3.678 1/nm
LA -> LA + TA, angle of TA to parent: 39.3 deg
LA -> TA + TA, each q: 4.693 1/nm
LA -> TA + TA, angle of each to parent: 57.8 deg
rough combined lifetime: 10 ps
full linewidth: 0.10 rad/ps = 0.0658 meV
collinear D below linewidth for q1 under: 0.0505 1/nm
matching wavelength: 124 nm
Lorentzian weight at equal split, peak = 1: 4.0e-04
elastic C11, C12, C44: 166, 64, 80 GPa
density: 2.33 g/cm^3
elastic LA speed [100], [110], [111]: 8.44, 9.15, 9.37 km/s
elastic slow TA speed [100], [110]: 5.86, 4.68 km/s
slow TA [100] symmetric split, largest surplus: 3.44 % of parent energy
angle of each to [100] there: 23.7 deg
dispersion closes symmetric split above: 2.56 1/nm
angle of each to [100] at closing: 25.8 deg
```
